# Donor and Acceptor Scattering of Electrons in Silicon beyond First Born

## Problem

A conduction electron of scalar mass $m$ scatters elastically from a fixed ion of charge $Ze$, with $Z=+1$ for a donor and $Z=-1$ for an acceptor. The other carriers screen the ion, so that

$$V(r)=-\frac{Ze^2}{4\pi\varepsilon r}e^{-\kappa r},\qquad \frac{2mV}{\hbar^2}\equiv U(r)=g\,\frac{e^{-\kappa r}}{r},\qquad g=-\frac{2Z}{a},\qquad a=\frac{4\pi\varepsilon\hbar^2}{me^2}.$$

The inverse screening length $\kappa$ is held equal for both signs.

1. Compute the second Born amplitude. How do it and the leading correction to the cross section behave under $Z\to-Z$?
2. For silicon at 300 K with $10^{19}$ or $10^{20}$ ions per cm³, and as many electrons, compare the donor- and acceptor-limited electron mobilities with those from exact phase shifts.

## A tempting solution

The $n$th Born amplitude contains $V$ $n$ times. Hence $f_1\propto Z$ and $f_2\propto Z^2$. The second amplitude is the same for a donor and an acceptor, so it cannot tell them apart. The cross section receives $f_1^2\propto Z^2$ and $|f_2|^2\propto Z^4$, both even. Donors and acceptors therefore limit the mobility equally at this order.

## The fault

The parities of the amplitudes are right, but the squares have been added separately. Both amplitudes lead to the same final state and interfere:

$$|f_1+f_2+f_3+\dots|^2=f_1^2+2f_1\,\mathrm{Re}f_2+\left(|f_2|^2+2f_1\,\mathrm{Re}f_3\right)+\dots$$

Here $f_1$ is real. The second term goes as $Z^3$: the even amplitude yields an odd correction to the cross section, provided $\mathrm{Re}f_2\neq0$. The bracket is of order $Z^4$ and is incomplete without $f_3$, so it is dropped.

## The second amplitude

The outgoing wave obeys

$$\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}-\int\frac{e^{ik|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|}U(r')\psi(\mathbf r')\,d^3r',\qquad f=-\frac1{4\pi}\int e^{-i\mathbf k'\cdot\mathbf r}U\psi\,d^3r .$$

The transform of $U$ at wavevector $\mathbf Q$ is $4\pi g/(Q^2+\kappa^2)$, and that of $e^{ikr}/4\pi r$ is $1/(p^2-k^2-i0)$. With $q=|\mathbf k'-\mathbf k|=2k\sin(\theta/2)$, the incident wave gives $f_1=-g/(q^2+\kappa^2)$. One iteration brings a second minus sign and the factor $(4\pi g)^2/[4\pi(2\pi)^3]=g^2/2\pi^2$:

$$f_2=\frac{g^2}{2\pi^2}\int\frac{d^3p}{(p^2-k^2-i0)(|\mathbf p-\mathbf k|^2+\kappa^2)(|\mathbf p-\mathbf k'|^2+\kappa^2)} .$$

Join the last two factors by $1/AB=\int_0^1dx\,[xA+(1-x)B]^{-2}$, with $A$ containing $\mathbf k'$. Completing the square turns the bracket into $|\mathbf p-\mathbf P|^2+\Lambda^2$, where $\mathbf P=x\mathbf k'+(1-x)\mathbf k$ and $P^2+\Lambda^2=k^2+\kappa^2$. Since $\mathbf k\cdot\mathbf k'=k^2-q^2/2$,

$$P^2=k^2-x(1-x)q^2,\qquad \Lambda^2=\kappa^2+x(1-x)q^2 .$$

For the $\mathbf p$ integral, write $1/(p^2-k^2-i0)=\int d^3r\,e^{-i\mathbf p\cdot\mathbf r}e^{ikr}/4\pi r$. Differentiating the Yukawa transform with respect to $\Lambda$ shows that $1/(p^2+\Lambda^2)^2$ is the transform of $e^{-\Lambda r}/8\pi\Lambda$. Therefore

$$\int d^3p\,\frac{e^{-i\mathbf p\cdot\mathbf r}}{(|\mathbf p-\mathbf P|^2+\Lambda^2)^2}=(2\pi)^3\frac{e^{-\Lambda r}}{8\pi\Lambda}e^{-i\mathbf P\cdot\mathbf r}=\frac{\pi^2}{\Lambda}e^{-\Lambda r-i\mathbf P\cdot\mathbf r}.$$

The remaining $\mathbf r$ integral is a Yukawa transform with decay constant $\Lambda-ik$:

$$\frac{\pi^2}{\Lambda}\,\frac1{P^2+(\Lambda-ik)^2}=\frac{\pi^2}{\Lambda(\kappa^2-2ik\Lambda)} .$$

Multiplying numerator and denominator by $\kappa^2+2ik\Lambda$ gives

$$f_2=\frac{g^2}{2}\int_0^1dx\,\frac{\kappa^2/\Lambda+2ik}{\kappa^4+4k^2\Lambda^2}.$$

Set $x=\tfrac12+u$, $B^2=\kappa^2+q^2/4$ and $S^2=\kappa^4+4k^2\kappa^2+k^2q^2$. Then $\Lambda^2=B^2-q^2u^2$, and the denominator is $S^2-4k^2q^2u^2$.

For the real part put $qu=B\sin\varphi$, so $du/\Lambda=d\varphi/q$. Because $S^2-4k^2B^2=\kappa^4$, the denominator becomes $S^2\cos^2\varphi+\kappa^4\sin^2\varphi$. At the end point $u=\tfrac12$ one has $\Lambda=\kappa$ and $\tan\varphi_0=q/2\kappa$. Thus

$$\int_{-\varphi_0}^{\varphi_0}\frac{d\varphi}{S^2\cos^2\varphi+\kappa^4\sin^2\varphi}=\frac{2}{S\kappa^2}\arctan\frac{\kappa^2\tan\varphi_0}{S}=\frac{2}{S\kappa^2}\arctan\frac{\kappa q}{2S}.$$

The imaginary part is $g^2k\int du/(S^2-4k^2q^2u^2)$, a logarithm by partial fractions. Together,

$$f_2=\frac{g^2}{qS}\left[\arctan\frac{\kappa q}{2S}+\frac i2\ln\frac{S+kq}{S-kq}\right].$$

This is even in $Z$ and its real part is positive. The interference term is

$$2f_1\mathrm{Re}f_2=-\frac{2g^3}{qS(q^2+\kappa^2)}\arctan\frac{\kappa q}{2S}=\frac{16Z^3}{a^3qS(q^2+\kappa^2)}\arctan\frac{\kappa q}{2S}.$$

It is odd in $Z$: at this order donors scatter more strongly.

The wave at the ion gives a partial picture. The first correction to $\psi(0)$ has real part

$$-g\int_0^\infty e^{-\kappa r}\cos(kr)\frac{\sin kr}{kr}\,dr=-\frac g{2k}\arctan\frac{2k}{\kappa}.$$

It is positive for a donor, which draws the electron in, and negative for an acceptor. The value at one point is not the whole account, however: as $\kappa\to0$ it tends to $-\pi g/4k$, whereas the $Z^3$ term vanishes, as shown next.

Two limits are useful. In the forward direction $2\mathrm{Re}f_2/f_1\to-g\kappa/(\kappa^2+4k^2)$, which falls as $1/k^2$ for fast electrons and tends to $-g/\kappa$ for slow ones. If instead $\kappa\to0$ at fixed angle and energy, the arctangent tends to $\kappa/2k$ and the $Z^3$ term vanishes. For this potential, the asymmetry at this order needs screening.

## From amplitude to mobility

The transport cross section weights $|f|^2$ by $1-\cos\theta=q^2/2k^2$. With $\sin\theta\,d\theta=q\,dq/k^2$,

$$\sigma_1=\frac{\pi g^2}{k^4}\int_0^{2k}\frac{q^3dq}{(q^2+\kappa^2)^2}=\frac{\pi g^2}{2k^4}\left[\ln(1+b)-\frac b{1+b}\right],\quad b=\frac{4k^2}{\kappa^2},$$

$$\sigma_{12}=\frac{2\pi}{k^4}\int_0^{2k}q^3f_1\,\mathrm{Re}f_2\,dq .$$

From here $\sigma_{12}$ denotes the positive donor value, so the cross section is $\sigma_1+Z\sigma_{12}$.

The exact comparison uses $f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l$. The isotropic part of the weight gives $(4\pi/k^2)\sum_l(2l+1)\sin^2\delta_l$, which equals $(4\pi/k^2)\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. The factor $\cos\theta$ couples neighbouring $l$ and subtracts $(4\pi/k^2)\sum_l2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})$. The three sine terms combine into one square:

$$\sigma=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

With $N$ independent ions per volume, $1/\tau=N(\hbar k/m)\sigma$. A weak field shifts the distribution by an amount proportional to $\tau v_x(-\partial f_0/\partial E)$, where $f_0$ is the Fermi function. The current adds another $v_x$ and the density of states a factor $\sqrt E$. Hence

$$\mu=\frac em\langle\tau\rangle=\frac e{\hbar N}\left\langle\frac1{k\sigma}\right\rangle,$$

where the normalized average has weight $E^{3/2}(-\partial f_0/\partial E)$. Expanding $1/(\sigma_1+Z\sigma_{12})$ to first order gives

$$\mu=\mu_1(1-cZ),\qquad c=\frac{\langle\sigma_{12}/k\sigma_1^2\rangle}{\langle1/k\sigma_1\rangle},\qquad \frac{\mu_A-\mu_D}{\mu_A+\mu_D}\simeq c .$$

Leaving the sum in the denominator can fail for acceptors. As $k\to0$, $\sigma_{12}/\sigma_1\to|g|/\kappa$, so $\sigma_1-\sigma_{12}$ turns negative when this exceeds one.

## Silicon numbers

Take rough parameters: mass $0.30\,m_0$, six valleys and permittivity 11.7, so $a=2.064$ nm. The density fixes the Fermi level, and linear screening gives $\kappa^2=(e^2/\varepsilon)\,\partial n/\partial E_F$. At $10^{19}$ cm⁻³, $1/\kappa=1.381$ nm and $|g|/\kappa=2(1.381)/2.064=1.34$.

The Born series converges here. At $k=0$ its kernel is positive, with its largest eigenvalue in the s wave; numerical diagonalization puts the first bound state at $|g|/\kappa=1.680$. At finite $k$ the kernel has no larger modulus at any point, because $|e^{ikR}/R|=1/R$. Convergence does not make two terms accurate, however.

At 100 meV and $90^\circ$, $k=0.887$ nm⁻¹ and $q=\sqrt2\,k$. The formulas give $f_1=\pm0.462$ nm (upper sign for the donor) and $f_2=0.105+0.309i$ nm for both. Thus $f_1^2=0.213$ and $2|f_1|\mathrm{Re}f_2=0.097$ nm², predicting 0.310 for the donor and 0.116 for the acceptor. Phase shifts from numerical (Numerov) integration of the radial equation give 0.300 and 0.133 nm². Adding $|f_2|^2=0.107$ alone would spoil the donor value, raising it to 0.417.

The transport cross sections, in nm², are:

| $E$ (meV) | $\sigma_1$ | $\sigma_{12}$ | exact D | exact A |
|---|---|---|---|---|
| 25 | 12.06 | 10.22 | 26.18 | 5.75 |
| 100 | 2.59 | 1.09 | 3.57 | 1.68 |
| 200 | 0.98 | 0.25 | 1.18 | 0.74 |

Half the exact difference is 10.2, 0.94 and 0.22 nm². The close match to $\sigma_{12}$ at 25 meV is no proof of accuracy: half the exact sum there is 16.0, a third above $\sigma_1$. Below 14.5 meV the truncated acceptor cross section is negative.

The ion-limited mobilities, in cm²/Vs, are:

| Density (cm⁻³) | first Born | second Born D / A | exact D / A |
|---|---|---|---|
| $10^{19}$ | 507 | 245 / 768 | 337 / 846 |
| $10^{20}$ | 306 | 183 / 428 | 202 / 445 |

At $10^{19}$ cm⁻³ the asymmetry is $c=0.52$ against an exact $(846-337)/(846+337)=0.43$: the sign is right and the size 20% too large, relative to the exact value. At $10^{20}$ cm⁻³, where $|g|/\kappa=0.60$, it is 0.40 against 0.38.

Fictitious ion charges separate the law from its truncation error. At $10^{19}$ cm⁻³ the exact asymmetry divided by $Z$ is 0.516, 0.492 and 0.430 for $Z=0.1$, 0.5 and 1. It approaches $c=0.517$ as the charge falls.

## What this says about real silicon

Here "exact" refers to the Yukawa potential, not to a wafer. Acceptors with an equal number of electrons are not neutral by themselves. The acceptor-limited mobility is therefore the share of one kind of ion in a compensated crystal with two donors per acceptor. With both kinds scattering, the ion-limited mobility there is 139 cm²/Vs in this model at $10^{19}$ cm⁻³, the density used for all estimates below.

Equal screening for both signs is an assumption that affects the asymmetry directly. The Friedel sum $(12/\pi)\int dE(-\partial f_0/\partial E)\sum_l(2l+1)\delta_l$ counts the electrons drawn in by the ion and should equal $Z$. Its magnitude is 1.38 for the donor and 0.83 for the acceptor. Adjusting $\kappa$ separately until each is one gives 415 and 733 cm²/Vs, lowering the acceptor-to-donor ratio from 2.5 to 1.8. Letting screening weaken with wavevector, through the static polarization of the free-electron gas, lowers the first Born mobility from 507 to 377 cm²/Vs.

Adding phonons through a rough lattice mobility of 1400 cm²/Vs, by summing inverse mobilities, gives 272 and 527 cm²/Vs. That sum ignores the different energy dependences of the two processes: adding the rates at each energy, with an acoustic-phonon rate proportional to $k$ and scaled to give 1400 by itself in this electron gas, gives about 239 and 486 cm²/Vs (236 and 476 if it is scaled to give 1400 in a nondegenerate gas). Real n-type silicon at this doping has an electron mobility of very roughly 100 cm²/Vs, so the model is well too high. Electron-electron collisions are one omission. They conserve total momentum here but redistribute it among energies; if they dominate, $\langle1/k\sigma\rangle$ is replaced by $1/\langle k\sigma\rangle$, and the ion-limited values 337 and 846 become 236 and 792 cm²/Vs. Mass anisotropy, intervalley scattering and the ion core are also missing; their shares are not determined here.

Nor does the acceptor result describe p-type silicon directly, because mobile holes scatter electrons too. Treating them crudely as an equal number of fixed, screened positive centres, with the electron gas and $\kappa$ left unchanged, gives 237 cm²/Vs, below the donor value of 337. This reversal depends on the treatment of screening: if the holes screen alongside the electrons (valence-band effective density of states $3.1\times10^{19}$ cm⁻³, $1/\kappa=0.97$ nm), the same estimate gives 416 cm²/Vs. Holes also recoil, so these numbers measure sensitivity and are not bounds. The reversal is not what real silicon shows: at this doping, empirical fits give minority electrons in p-type material very roughly twice the mobility of majority electrons in n-type. The calculation isolates the effect of the ion's sign in a common electron gas.
